# The non-collinear LDA exchange-correlation field and its vanishing local torque: a numerical check

```python
"""Non-collinear local density approximation (LDA) for two-component spinors.

Result under test: with spin density matrix rho = (n + m.sigma)/2, s = |m| and
E_xc = integral of f(n, s), the potential is v_xc + B_xc.sigma, where
v_xc = df/dn and B_xc = (df/ds) m/s; hence m x B_xc = 0 at every point.

Test system: electron slab, uniform in the plane, coordinate z, in a parabolic
potential and a conical spiral field B_ext (an energy multiplying sigma).
n: density, m: spin density (spins counted as +-1), J: spin current along z.
Hartree atomic units throughout.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf.dft import libxc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
SIGMA = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
FULL, EXCHANGE = "LDA_X,LDA_C_PW", "LDA_X,"

# model parameters
r_s, areal_density, b_ext, pitch = 3.0, 0.08, 0.05, 0.4
z = np.linspace(-12.0, 12.0, 121)
h = z[1] - z[0]
npts = len(z)
omega2 = 3.0 / r_s**3
v_ext = 0.5 * omega2 * z**2
B_ext = b_ext * np.stack([np.cos(pitch * z), np.sin(pitch * z),
                          0.5 * np.ones(npts)], axis=1)


def collinear_xc(n_major, n_minor, code=FULL):
    """Energy per volume and the two spin potentials of the uniform gas."""
    a, b = np.maximum(n_major, 0.0), np.maximum(n_minor, 0.0)
    exc, vxc = libxc.eval_xc(code, (a, b), spin=1, deriv=1)[:2]
    return (a + b) * exc, vxc[0][:, 0], vxc[0][:, 1]


def xc_fields(n, m, code=FULL):
    """Derived formula: scalar potential and field along m."""
    s = np.linalg.norm(m, axis=1)
    _, v_major, v_minor = collinear_xc((n + s) / 2, (n - s) / 2, code)
    field = 0.5 * (v_major - v_minor) / np.maximum(s, 1e-30)
    return 0.5 * (v_major + v_minor), field[:, None] * m


def energy_density(rho):
    """Definition: energy from the eigenvalues of the spin density matrix."""
    w = np.linalg.eigvalsh(rho)
    return collinear_xc(w[:, 1], w[:, 0])[0]


def spin_matrix(scalar, vector):
    return (scalar[:, None, None] * np.eye(2)
            + np.einsum("ja,abc->jbc", vector, SIGMA))


def density_matrix(phi, occ):
    return np.einsum("jai,jbi,i->jab", phi, phi.conj(), occ)


def n_and_m(rho):
    n = np.einsum("jaa->j", rho).real
    return n, np.einsum("cab,jba->jc", SIGMA, rho).real


# two-component Kohn-Sham solver
lap = (np.diag(-2.0 * np.ones(npts)) + np.diag(np.ones(npts - 1), 1)
       + np.diag(np.ones(npts - 1), -1)) / h**2
kinetic = np.kron(-0.5 * lap, np.eye(2)).astype(complex)
coulomb = -2.0 * np.pi * h * np.abs(z[:, None] - z[None, :])
idx = np.arange(npts)


def solve(v_in, B_in):
    H = kinetic.copy().reshape(npts, 2, npts, 2)
    H[idx, :, idx, :] += spin_matrix(v_ext + v_in, B_ext + B_in)
    eps, vec = eigh(H.reshape(2 * npts, 2 * npts), subset_by_index=[0, 13])
    for k in range(1, len(eps)):
        mu = (2 * np.pi * areal_density + eps[:k].sum()) / k
        if mu <= eps[k]:
            break
    else:
        raise RuntimeError("too few subbands")
    occ = np.maximum(mu - eps, 0.0) / (2 * np.pi)
    return eps, mu, occ, vec.reshape(npts, 2, -1) / np.sqrt(h)


x = np.zeros((npts, 4))
xs, rs = [], []
converged = False
for iteration in range(1, 401):
    eps, mu, occ, phi = solve(x[:, 0], x[:, 1:])
    rho = density_matrix(phi, occ)
    n, m = n_and_m(rho)
    v_xc, B_xc = xc_fields(n, m)
    res = np.column_stack([coulomb @ n + v_xc, B_xc]) - x
    if np.max(n[:, None] * np.abs(res)) < 1e-11:
        converged = True
        break
    xs, rs = (xs + [x.ravel()])[-8:], (rs + [res.ravel()])[-8:]
    step_x, step_r = np.zeros(4 * npts), res.ravel()
    if len(xs) > 1:
        dR = np.array([rs[-1] - r for r in rs[:-1]]).T
        dX = np.array([xs[-1] - y for y in xs[:-1]]).T
        g = np.linalg.lstsq(dR, rs[-1], rcond=1e-12)[0]
        step_x, step_r = -dX @ g, step_r - dR @ g
    x = x + (step_x + 0.2 * step_r).reshape(npts, 4)
assert converged
assert abs(h * n.sum() - areal_density) < 1e-10
s = np.linalg.norm(m, axis=1)
assert np.all(s <= n * (1 + 1e-10))

# 1. Potential against the energy change under arbitrary spinor variations
rng = np.random.default_rng(5)
C = rng.normal(size=(3, 2, 2)) + 1j * rng.normal(size=(3, 2, 2))
A = (C[0] + np.cos(z / 2)[:, None, None] * C[1]
     + np.sin(z / 3)[:, None, None] * C[2])
lam = 1e-4
E_shift = []
for sign in (1, -1):
    varied = phi + sign * lam * np.einsum("jab,jbi->jai", A, phi)
    E_shift.append(h * energy_density(density_matrix(varied, occ)).sum())
dE_numeric = (E_shift[0] - E_shift[1]) / (2 * lam)
V = spin_matrix(v_xc, B_xc)
d_rho = A @ rho + rho @ A.conj().transpose(0, 2, 1)
dE_formula = h * np.einsum("jab,jba->", V, d_rho).real
assert abs(dE_numeric - dE_formula) < 1e-6 * abs(dE_formula)

# 2. Field and torque from Cartesian numerical derivatives of the energy
n_minor = (n - s) / 2
bulk = n_minor > 1e-3 * n.max()
assert bulk.sum() > 20
nb, mb, Bb = n[bulk], m[bulk], B_xc[bulk]
step = 1e-3 * n_minor[bulk]
B_numeric = np.zeros_like(mb)
for a in range(3):
    shift = np.zeros_like(mb)
    shift[:, a] = step
    up = energy_density(0.5 * spin_matrix(nb, mb + shift))
    down = energy_density(0.5 * spin_matrix(nb, mb - shift))
    B_numeric[:, a] = (up - down) / (2 * step)
B_scale = np.abs(Bb).max()
assert np.max(np.abs(B_numeric - Bb)) < 1e-5 * B_scale
xc_torque = np.linalg.norm(np.cross(mb, B_numeric), axis=1).max()
torque_scale = (np.linalg.norm(mb, axis=1) * np.linalg.norm(Bb, axis=1)).max()
assert xc_torque < 1e-5 * torque_scale
assert np.all(np.sum(mb * B_numeric, axis=1) < 0)

# 3. Spin balance: divergence of the spinor current against external torque
J = np.einsum("jai,cab,jbi,i->jc", phi[:-1].conj(), SIGMA, phi[1:], occ).imag / h
div_J = np.diff(np.vstack([np.zeros(3), J, np.zeros(3)]), axis=0) / h
ext_torque = 2 * np.cross(B_ext, m)
ext_max = np.linalg.norm(ext_torque, axis=1).max()
balance_error = np.linalg.norm(div_J - ext_torque, axis=1).max()
assert ext_max > 1e-6
assert balance_error < 1e-5 * ext_max
net_ext = np.linalg.norm(h * ext_torque.sum(axis=0))
assert net_ext < 1e-5 * h * np.abs(ext_torque).sum()

# 4. Closed exchange formulas and the limit of small magnetization
c_x = (3 / np.pi) ** (1 / 3)
sb = s[bulk]
v_x = -0.5 * c_x * ((nb + sb) ** (1 / 3) + (nb - sb) ** (1 / 3))
b_x = -0.5 * c_x * ((nb + sb) ** (1 / 3) - (nb - sb) ** (1 / 3))
v_lib, B_lib = xc_fields(nb, mb, EXCHANGE)
assert np.allclose(v_x, v_lib, rtol=1e-8, atol=1e-12)
assert np.allclose(b_x[:, None] * mb / sb[:, None], B_lib, rtol=1e-7, atol=1e-11)
n_test = np.array([n.max()])
m_test = 1e-3 * n_test[0] * np.array([[0.6, 0.0, 0.8]])
slope = xc_fields(n_test, m_test, EXCHANGE)[1][0, 2] / m_test[0, 2]
slope_formula = -c_x / 3 * n_test[0] ** (-2 / 3)
assert abs(slope / slope_formula - 1) < 1e-5

# 5. Time reversal and complete Kramers pairs
phi_T = np.stack([-phi[:, 1].conj(), phi[:, 0].conj()], axis=1)
rho_T = density_matrix(phi_T, occ)
V_T = spin_matrix(*xc_fields(*n_and_m(rho_T)))
assert np.max(np.abs(V_T - SIGMA[1] @ V.conj() @ SIGMA[1])) < 1e-7
n_pair, m_pair = n_and_m(0.5 * (rho + rho_T))
B_pair = np.abs(xc_fields(n_pair, m_pair)[1]).max()
assert np.abs(m_pair).max() < 1e-14 and B_pair < 1e-10

# 6. Contrast: gradient term (1/2) |dm/dz|^2, field by numerical derivative


def gradient_energy(mag):
    return 0.5 * np.sum(np.diff(mag, axis=0) ** 2) / h


B_grad = np.zeros_like(m)
for j in range(npts):
    for a in range(3):
        plus, minus = m.copy(), m.copy()
        plus[j, a] += 1e-3
        minus[j, a] -= 1e-3
        B_grad[j, a] = (gradient_energy(plus) - gradient_energy(minus)) / (2e-3 * h)
grad_torque = np.cross(m, B_grad)
grad_max = np.linalg.norm(grad_torque, axis=1).max()
grad_net = np.linalg.norm(h * grad_torque.sum(axis=0))
assert grad_max > 1e-8
assert grad_net < 1e-6 * h * np.abs(grad_torque).sum()

# 7. Contrast: functional that sees only one Cartesian component of m
E_nc = h * energy_density(rho).sum()
E_axis = []
for a in (2, 0):
    part = np.zeros_like(m)
    part[:, a] = m[:, a]
    E_axis.append(h * energy_density(0.5 * spin_matrix(n, part)).sum())
    if a == 2:
        axis_torque = np.cross(m, xc_fields(n, part)[1])
axis_net = np.linalg.norm(h * axis_torque.sum(axis=0))
assert abs(E_axis[0] - E_axis[1]) > 1e-7 and E_nc < min(E_axis)
assert axis_net > 1e-7

# printed numbers


def vec3(v):
    return " ".join(f"{q + 0.0:.6f}" for q in v)


def sci3(v):
    return " ".join(f"{q:.4e}" for q in v)


p = int(np.argmin(np.abs(z - 2.0)))
one = slice(p, p + 1)
_, v_maj, v_min = collinear_xc((n[one] + s[one]) / 2, (n[one] - s[one]) / 2)
vx_p, Bx_p = xc_fields(n[one], m[one], EXCHANGE)
print(f"background r_s = {r_s:.1f} bohr, omega^2 = {omega2:.6f} a.u.")
print(f"areal density = {areal_density:.3f} bohr^-2")
print(f"B_ext spiral = {b_ext:.3f}, axial = {b_ext/2:.3f} hartree")
print(f"spiral wave number = {pitch:.2f} bohr^-1")
print(f"grid: {npts} points, spacing {h:.2f} bohr, |z| <= {z[-1]:.1f} bohr")
print(f"SCF iterations = {iteration}")
print(f"occupied spinor subbands = {int(np.sum(occ > 0))}")
for i in np.flatnonzero(occ > 0):
    print(f"  subband {i+1}: mu - eps = {mu-eps[i]:.6f} hartree, "
          f"filling {occ[i]:.6f} bohr^-2")
print(f"Point z = {z[p]:.2f} bohr:")
print(f"  n = {n[p]:.8f} bohr^-3")
print(f"  m = {' '.join(f'{q:.8f}' for q in m[p])} bohr^-3")
print(f"  s = {s[p]:.8f} bohr^-3, s/n = {s[p]/n[p]:.5f}")
print(f"  n+ = {(n[p]+s[p])/2:.8f}, n- = {(n[p]-s[p])/2:.8f} bohr^-3")
print(f"  v+ = {v_maj[0]:.6f}, v- = {v_min[0]:.6f} hartree")
print(f"  v_xc = {v_xc[p]:.6f} hartree (exchange {vx_p[0]:.6f})")
print(f"  df/ds = {(v_maj[0]-v_min[0])/2:.6f} hartree")
print(f"  exchange part of df/ds = {Bx_p[0] @ m[p] / s[p]:.6f} hartree")
print(f"  B_xc = {vec3(B_xc[p])} hartree")
print(f"  |B_xc| = {np.linalg.norm(B_xc[p])*HARTREE_EV:.4f} eV")
print(f"  B_ext = {vec3(B_ext[p])} hartree")
print(f"  2 B_ext x m = {sci3(ext_torque[p])} hartree/bohr^3")
print(f"  div J       = {sci3(div_J[p])} hartree/bohr^3")
print("Angle between m and -B_ext:")
for zz in (0.0, 2.0, 4.0):
    j = int(np.argmin(np.abs(z - zz)))
    cosine = -m[j] @ B_ext[j] / (s[j] * np.linalg.norm(B_ext[j]))
    angle = np.degrees(np.arccos(np.clip(cosine, -1, 1)))
    print(f"  z = {z[j]:.1f} bohr: {angle:.2f} degrees, s/n = {s[j]/n[j]:.4f}")
print(f"dE_xc numeric = {dE_numeric:.9f} hartree/bohr^2")
print(f"dE_xc formula = {dE_formula:.9f} hartree/bohr^2")
print(f"max |m||B_xc| = {torque_scale:.4e} hartree/bohr^3")
print(f"max |m x B_xc|, numeric field = {xc_torque:.1e} hartree/bohr^3")
print(f"max |2 B_ext x m| = {ext_max:.4e} hartree/bohr^3")
print(f"max |div J - 2 B_ext x m| = {balance_error:.1e} hartree/bohr^3")
print(f"net external torque = {net_ext:.1e} hartree/bohr^2")
print(f"small-m exchange slope, numeric = {slope:.5f} hartree bohr^3")
print(f"small-m exchange slope, formula = {slope_formula:.5f} hartree bohr^3")
print(f"  at n = {n_test[0]:.8f} bohr^-3")
print(f"Kramers pairs: max |B_xc| = {B_pair:.1e} hartree")
print("Gradient term, c = 1 hartree bohr^5:")
print(f"  max local torque = {grad_max:.4e} hartree/bohr^3")
print(f"  net torque = {grad_net:.1e} hartree/bohr^2")
print(f"E_xc non-collinear = {E_nc:.8f} hartree/bohr^2")
print(f"E_xc with m_z only = {E_axis[0]:.8f} hartree/bohr^2")
print(f"E_xc with m_x only = {E_axis[1]:.8f} hartree/bohr^2")
print(f"net torque, m_z only = {axis_net:.4e} hartree/bohr^2")
print("all assertions hold")
```

Output:

```
background r_s = 3.0 bohr, omega^2 = 0.111111 a.u.
areal density = 0.080 bohr^-2
B_ext spiral = 0.050, axial = 0.025 hartree
spiral wave number = 0.40 bohr^-1
grid: 121 points, spacing 0.20 bohr, |z| <= 12.0 bohr
SCF iterations = 28
occupied spinor subbands = 4
  subband 1: mu - eps = 0.234646 hartree, filling 0.037345 bohr^-2
  subband 2: mu - eps = 0.161567 hartree, filling 0.025714 bohr^-2
  subband 3: mu - eps = 0.070652 hartree, filling 0.011245 bohr^-2
  subband 4: mu - eps = 0.035790 hartree, filling 0.005696 bohr^-2
Point z = 2.00 bohr:
  n = 0.00925664 bohr^-3
  m = -0.00297316 -0.00363693 -0.00265807 bohr^-3
  s = 0.00539743 bohr^-3, s/n = 0.58309
  n+ = 0.00732704, n- = 0.00192960 bohr^-3
  v+ = -0.271786, v- = -0.219512 hartree
  v_xc = -0.245649 hartree (exchange -0.197720)
  df/ds = -0.026137 hartree
  exchange part of df/ds = -0.043258 hartree
  B_xc = 0.014398 0.017612 0.012872 hartree
  |B_xc| = 0.7112 eV
  B_ext = 0.034835 0.035868 0.025000 hartree
  2 B_ext x m = -8.8312e-06 3.6531e-05 -4.0106e-05 hartree/bohr^3
  div J       = -8.8312e-06 3.6531e-05 -4.0106e-05 hartree/bohr^3
Angle between m and -B_ext:
  z = 0.0 bohr: 2.47 degrees, s/n = 0.5343
  z = 2.0 bohr: 5.23 degrees, s/n = 0.5831
  z = 4.0 bohr: 4.48 degrees, s/n = 0.7173
dE_xc numeric = -0.014294044 hartree/bohr^2
dE_xc formula = -0.014294044 hartree/bohr^2
max |m||B_xc| = 1.5633e-04 hartree/bohr^3
max |m x B_xc|, numeric field = 4.8e-14 hartree/bohr^3
max |2 B_ext x m| = 6.0691e-05 hartree/bohr^3
max |div J - 2 B_ext x m| = 6.6e-12 hartree/bohr^3
net external torque = 4.7e-12 hartree/bohr^2
small-m exchange slope, numeric = -7.44561 hartree bohr^3
small-m exchange slope, formula = -7.44561 hartree bohr^3
  at n = 0.00925664 bohr^-3
Kramers pairs: max |B_xc| = 0.0e+00 hartree
Gradient term, c = 1 hartree bohr^5:
  max local torque = 5.1610e-06 hartree/bohr^3
  net torque = 6.7e-20 hartree/bohr^2
E_xc non-collinear = -0.01504803 hartree/bohr^2
E_xc with m_z only = -0.01457822 hartree/bohr^2
E_xc with m_x only = -0.01461855 hartree/bohr^2
net torque, m_z only = 2.3274e-04 hartree/bohr^2
all assertions hold
```
